# One k-point across the vacuum: an estimate from the work function

A surface is often computed as a slab repeated periodically, with vacuum between the copies. The repetition creates a Brillouin-zone direction normal to the slab, and a Monkhorst-Pack grid must say how many k-points to place along it. If electrons could not cross the vacuum, the energies would not depend on that component of k, and one point would do. They do leak across, so the question is how much dispersion the leakage leaves.

## The estimate

In a metallic slab at zero temperature, removing the least bound electron costs the work function \(W\), so its energy is \(-W\) relative to the vacuum level. If it has no momentum parallel to the surface (parallel momentum makes the decay faster, as shown below), its wavefunction outside the slab decays as \(e^{-\kappa s}\) with distance \(s\) from the surface, where

\[
-\frac{\hbar^2}{2m}\kappa^2=-W
\quad\Rightarrow\quad
\kappa=\frac{\sqrt{2mW}}{\hbar}.
\]

Tails from neighbouring slabs meet halfway across a vacuum of width \(d\). Each has fallen by \(e^{-\kappa d/2}\), and the coupling contains their product, \(e^{-\kappa d}\).

For \(W=4.5\) eV, \(\kappa=1.087\ \text{Å}^{-1}\), so each additional \(\ln 10/\kappa=2.12\) Å of vacuum reduces the exponential tenfold. At \(d=10\) Å it is \(1.9\times10^{-5}\). With a prefactor of a few eV, as for the sharp-edged well below, the dispersion would be of order \(10^{-4}\) eV; a self-consistent surface potential can give ten times more. The prefactor needs a derivation.

## The dispersion

Atomic units are used in the algebra. The period is \(L=a+d\), with \(a\) the slab thickness. Assume a fixed one-electron potential that depends on \(z\) alone, is mirror-symmetric about the slab centre \(z=0\), and is flat at the vacuum level, taken as zero, between slabs.

Let \(\varphi\) be a real, normalized state of one isolated slab, with energy \(-W\) and parity \(p=\pm1\). Its tail is \(Ae^{-\kappa s}\) on the right and \(pAe^{-\kappa s}\) on the left. Let \(\psi\) be the corresponding Bloch state of the repeated slabs, with energy \(E\) and phase \(\theta=kL\) per period. Within the cell \(|z|<L/2\) both obey the same potential \(V\):

\[
-\tfrac12\varphi''+V\varphi=-W\varphi,\qquad
-\tfrac12\psi''+V\psi=E\psi .
\]

Multiply the second equation by \(\varphi\), the first by \(\psi\), and subtract. The potential cancels, and \(\varphi\psi''-\psi\varphi''=(\varphi\psi'-\varphi'\psi)'\), so integration over the cell gives

\[
(E+W)\int\varphi\psi\,dz=-\tfrac12\Big[\varphi\psi'-\varphi'\psi\Big]_{-L/2}^{L/2}.
\]

To leading order, \(\psi\) is the sum of isolated-slab states with Bloch phases, and the integral on the left is 1. Put \(b=Ae^{-\kappa d/2}\), the tail amplitude at mid-vacuum.

Near the right plane, with \(u=z-L/2\),

\[
\varphi=be^{-\kappa u},\qquad
\psi=b\left(e^{-\kappa u}+pe^{i\theta}e^{\kappa u}\right).
\]

At \(u=0\) this gives

\[
\varphi\psi'-\varphi'\psi
=\kappa b^2\left[(-1+pe^{i\theta})+(1+pe^{i\theta})\right]
=2p\kappa b^2e^{i\theta}.
\]

Near the left plane, with \(u=z+L/2\),

\[
\varphi=pbe^{\kappa u},\qquad
\psi=b\left(pe^{\kappa u}+e^{-i\theta}e^{-\kappa u}\right),
\]

and at \(u=0\)

\[
\varphi\psi'-\varphi'\psi
=p\kappa b^2\left[(p-e^{-i\theta})-(p+e^{-i\theta})\right]
=-2p\kappa b^2e^{-i\theta}.
\]

Right minus left is \(4p\kappa b^2\cos\theta\). Multiplying by \(-\tfrac12\) and inserting \(b^2=A^2e^{-\kappa d}\),

\[
E(k)=-W-2p\kappa A^2e^{-\kappa d}\cos(kL).
\]

The cosine runs from \(-1\) to \(1\), so the full width is

\[
B=B_0e^{-\kappa d},\qquad B_0=4\kappa A^2 .
\]

The leading-order treatment needs little overlap between slabs. It also needs \(Bd/\kappa\ll1\): an energy shift of order \(B\) changes \(\kappa\) by about \(B/\kappa\), which must not appreciably change the exponent \(\kappa d\).

## A prefactor for a square well

Model the slab as a well of depth \(V_0\), with \(K=V_0-W\) the kinetic energy inside and \(q=\sqrt{2K}\). The interior state is \(C\cos qz\) or \(C\sin qz\), so \(\varphi^2+\varphi'^2/q^2=C^2\) throughout the well. At the surface, continuity requires \(|\varphi|=A\) and \(|\varphi'|=\kappa A\). Hence

\[
A^2\left(1+\frac{\kappa^2}{q^2}\right)=C^2
\quad\Rightarrow\quad
A^2=C^2\frac{q^2}{q^2+\kappa^2}=C^2\frac{K}{V_0}.
\]

For normalization, the interior integral is

\[
\int_{-a/2}^{a/2}\varphi^2dz=\frac{C^2a}{2}+p\,\frac{C^2\sin qa}{2q}.
\]

At the right surface \(\varphi\varphi'=-pC^2q\sin(qa)/2\), and matching to the tail makes this \(-\kappa A^2\). The last term is therefore \(\kappa A^2/q^2\) for either parity. The two outside tails add \(2\int_0^\infty A^2e^{-2\kappa s}ds=A^2/\kappa\), so

\[
1=\frac{C^2a}{2}+A^2\frac{\kappa^2+q^2}{\kappa q^2}
=C^2\left(\frac a2+\frac1\kappa\right).
\]

Thus \(C^2=2/(a+2/\kappa)=2\kappa/(\kappa a+2)\). Using \(\kappa^2=2W\),

\[
B_0=4\kappa\,\frac{K}{V_0}\,\frac{2\kappa}{\kappa a+2}
=\frac{16WK}{V_0(\kappa a+2)}.
\]

## Numbers and comparison

Choose \(W=4.5\) eV and \(V_0=15\) eV, so \(K=10.5\) eV. Let the Fermi-level state be the fifth well level, which is even and has four nodes. Matching its slope gives \(\tan(qa/2)=\kappa/q\), and the branch with four nodes is \(qa=4\pi+2\arctan(\kappa/q)\). This fixes \(a=8.268\) Å. Then

\[
B_0=\frac{16(4.5)(10.5)}{15\,[(1.0868)(8.268)+2]}\ \text{eV}=4.59\ \text{eV}.
\]

The numerical check solves the exact Bloch condition for the repeated wells, without the tail approximation. Its widths agree with the formula to the digits shown:

| \(d\) (Å) | \(B\) (eV) |
|---|---|
| 6 | \(6.76\times10^{-3}\) |
| 8 | \(7.69\times10^{-4}\) |
| 10 | \(8.74\times10^{-5}\) |
| 12 | \(9.95\times10^{-6}\) |

For a tolerance \(\delta\) on the width, \(B_0e^{-\kappa d}=\delta\) gives \(d=\ln(B_0/\delta)/\kappa\). In this model a width of 1 meV needs \(d=7.8\) Å.

The prefactor, and with it the table and the 7.8 Å, belong to the sharp-edged well. Since only \(B_0e^{-\kappa d}\) is physical, enlarging the nominal \(d\) by \(\Delta d\) through a different choice of surface planes multiplies \(B_0\) by \(e^{\kappa\Delta d}\). The shape of the edge matters as much. In a self-consistent LDA jellium slab with the model's thickness and electron density, the top occupied subband lies at \(-4.70\) eV and has a width of \(9.9\times10^{-4}\) eV at 10 Å between the background edges. Its prefactor is 60 to 70 eV, and a width of 1 meV needs about 10 Å. The derivation of the exponential, in contrast, used only the flat potential near mid-vacuum. With smoothed edges the model level moves to \(-4.04\) eV. Its depth then implies \(\kappa=1.030\ \text{Å}^{-1}\), and the calculated widths decay at the same rate.

## What one point misses

The one-point Monkhorst-Pack grid has \(k=0\). Since the cosine averages to zero over the zone, the error of a level relative to its zone average is \(-pB/2\). For the even level at 10 Å this is \(-4.4\times10^{-5}\) eV. Two points, at \(kL=\pm\pi/2\), cancel the leading cosine. At 6 Å they reduce the error from \(-3.4\times10^{-3}\) to \(-3.9\times10^{-6}\) eV, but by 10 Å the one-point error is already small for many purposes.

Other occupied states have z-energies at or below \(-W\), so their tails decay at least as fast. A Fermi-level state with in-plane momentum \(k_\parallel\) has z-energy \(-W-k_\parallel^2/2\), hence \(\kappa^2=2W+k_\parallel^2\). In the example the fourth subband lies at \(-8.15\) eV and has a width of \(1.9\times10^{-6}\) eV at 10 Å. The empty sixth subband, at \(-0.56\) eV, has a width of 0.036 eV, about 400 times that of the Fermi-level subband. A grid adequate for the ground state can therefore be too coarse for empty states.

In a metallic slab the occupations can also change. At fixed electron number, the band energy is the minimum over allowed occupations. Suppose no relevant level changes by more than \(\Delta\) when its energy at \(k\) is replaced by that at \(k=0\). Keeping the old occupations changes the energy by at most \(\Delta\) per electron, and reoccupation can only lower it. The same argument in reverse bounds the change from the other side. Here \(\Delta\le B\) for the widest occupied subband. With the model's subbands filled to \(-4.5\) eV, the one-point error at 10 Å is \(1.1\times10^{-7}\) eV per electron, far below the fifth-subband width of \(8.7\times10^{-5}\) eV. This margin comes from the chosen filling. The fifth subband, whose bottom lies at the Fermi level, holds almost no electrons, so the error comes mainly from the fourth. That subband is filled to \(k_\parallel=0.979\ \text{Å}^{-1}\) and, with spin, holds \(k_\parallel^2/2\pi=0.153\) of the 1.215 electrons per \(\text{Å}^2\), a fraction 0.126. It is odd, so its one-point shift is \(+B/2=9.4\times10^{-7}\) eV, which contributes \(1.2\times10^{-7}\) eV per electron. If the fifth subband were appreciably filled, its shift of \(-4.4\times10^{-5}\) eV would enter, weighted by its share of the electrons.

These results hold for a fixed potential. If the vacuum is too thin for the potential to reach its flat level, the constant-\(\kappa\) formula is only approximate. In the LDA jellium slab the exchange-correlation potential at mid-vacuum is still \(-0.32\) eV at 10 Å, and between 8 and 14 Å the width decays at 1.07 to 1.10 \(\text{Å}^{-1}\), approaching \(\kappa=1.11\ \text{Å}^{-1}\) from below. Electrostatic interaction between slabs changes the potential itself, so a negligible dispersion does not show that the vacuum is wide enough for that interaction.

## Values computed for the example and the checks

```
work function W = 4.5 eV, well depth V0 = 15.0 eV
kinetic energy in the well K = 10.5 eV
slab thickness a = 8.268 angstrom
kappa = 1.0868 1/angstrom = 0.5751 1/bohr
vacuum per factor of ten = 2.119 angstrom
surface tail density A^2 = 0.1385 1/angstrom
prefactor B0 = 4.588 eV
matching and plane waves differ by at most 6.5e-06 eV at d = 6 angstrom
Fermi-level subband: d, exp(-kappa d), exact B, formula B
   6.0 angstrom  1.473e-03  6.7561e-03 eV  6.7561e-03 eV
   8.0 angstrom  1.675e-04  7.6864e-04 eV  7.6864e-04 eV
  10.0 angstrom  1.906e-05  8.7448e-05 eV  8.7448e-05 eV
  12.0 angstrom  2.169e-06  9.9489e-06 eV  9.9489e-06 eV
  14.0 angstrom  2.467e-07  1.1319e-06 eV  1.1319e-06 eV
vacuum for B = 0.001 eV: d = 7.76 angstrom
  exact width at that d = 0.001000 eV
d = 10 angstrom: band centre = -4.50000 eV
  one-point error of the level = -4.372e-05 eV
d = 6 angstrom: one-point error = -3.374e-03 eV
  two-point error = -3.850e-06 eV
subbands at d = 10 angstrom: z-energy, kappa, exact B, formula B
  number 4: -8.154 eV  1.463 1/angstrom  1.872e-06 eV  1.872e-06 eV
  number 5: -4.500 eV  1.087 1/angstrom  8.745e-05 eV  8.745e-05 eV
  number 6: -0.559 eV  0.383 1/angstrom  3.638e-02 eV  3.615e-02 eV
subband 4 at the Fermi level: k_parallel = 0.979 1/angstrom
metallic slab: 1.2150 electrons per angstrom^2
  one-point band-energy error = 1.07e-07 eV/electron
smoothed edges, sigma = 0.5 angstrom: level = -4.040 eV
  kappa from level = 1.0298 1/angstrom
  decay rate from widths = 1.0298 1/angstrom
```
